# Dopant Share Between Equal Silicon and Oxide Layers at Segregation Equilibrium: a program that tests the result

```python
# Result under test: two sealed layers, silicon and oxide, share a fixed dopant
# dose. With m = C_si/C_ox at equilibrium, the silicon share of the dose is
#     f = m*L_si / (m*L_si + L_ox),  which is m/(1+m) for equal thicknesses.
# C: concentration (nm^-3), L: thickness (nm), D: diffusivity (nm^2/s),
# h: interface transfer velocity (nm/s), dose: dopant per area (nm^-2).
# Interface flux from silicon to oxide: h*(C_si - m*C_ox).
import numpy as np
from scipy.constants import k as k_boltzmann, e as charge
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar

m = 0.3
L = 50.0
dose = 0.1
D_si, D_ox, h = 1.0, 0.1, 0.1
n = 100                      # cells per layer
hour = 3600.0


def share_formula(l_si, l_ox):
    return m * l_si / (m * l_si + l_ox)


def transport_matrix(l_si, l_ox):
    """Finite-volume matrix; oxide cells first, then silicon cells."""
    width = np.r_[np.full(n, l_ox / n), np.full(n, l_si / n)]
    diff = np.r_[np.full(n, D_ox), np.full(n, D_si)]
    matrix = np.zeros((2 * n, 2 * n))
    for i in range(2 * n - 1):
        if i == n - 1:
            resistance = (1 / h + width[i + 1] / (2 * D_si)
                          + m * width[i] / (2 * D_ox))
            right, left = 1 / resistance, m / resistance
        else:
            right = left = diff[i] / width[i]
        # flux from cell i+1 into cell i: right*C[i+1] - left*C[i]
        matrix[i, i + 1] += right / width[i]
        matrix[i, i] -= left / width[i]
        matrix[i + 1, i + 1] -= right / width[i + 1]
        matrix[i + 1, i] += left / width[i + 1]
    return matrix, width


f_eq = share_formula(L, L)
c_ox_eq = dose / (L * (1 + m))
c_si_eq = m * c_ox_eq

# Time-dependent simulation from three different starting states
matrix, width = transport_matrix(L, L)
starts = {
    "silicon": np.r_[np.zeros(n), np.full(n, dose / L)],
    "oxide": np.r_[np.full(n, dose / L), np.zeros(n)],
    "uniform": np.full(2 * n, dose / (2 * L)),
}
times = np.array([0, 1, 2, 4, 8, 16]) * hour
propagators = [expm(matrix * t) for t in times]
profiles = {name: np.array([p @ c for p in propagators])
            for name, c in starts.items()}
shares = {}
weight = np.r_[np.full(n, m), np.ones(n)]
for name, c in profiles.items():
    assert np.allclose(c @ width, dose, rtol=1e-7)
    shares[name] = c[:, n:] @ width[n:] / dose
    assert abs(shares[name][-1] - f_eq) < 1e-4
    assert np.allclose(c[-1, :n], c_ox_eq, rtol=1e-3)
    assert np.allclose(c[-1, n:], c_si_eq, rtol=1e-3)
    phi = 0.5 * (c**2 * weight) @ width
    assert np.all(np.diff(phi) < 0)

# Without the weight m the squared-concentration integral can grow
c_uniform = profiles["uniform"]
phi_weighted = 0.5 * (c_uniform**2 * weight) @ width
phi_plain = 0.5 * c_uniform**2 @ width
assert phi_plain[-1] > phi_plain[0]

# Slowest decay rate: mode equation against matrix and simulated decay


def mode_equation(rate):
    k_si, k_ox = np.sqrt(rate / D_si), np.sqrt(rate / D_ox)
    return (1 / (D_si * k_si * np.tan(k_si * L))
            + m / (D_ox * k_ox * np.tan(k_ox * L)) - 1 / h)


first_pole = min(D_si, D_ox) * (np.pi / L)**2
rate_mode = brentq(mode_equation, 1e-6 * first_pole,
                   (1 - 1e-9) * first_pole, xtol=1e-16)
rate_matrix = np.sort(np.linalg.eigvals(-matrix).real)[1]
late = shares["silicon"][-2:] - f_eq
rate_decay = np.log(late[0] / late[1]) / (times[-1] - times[-2])
assert abs(rate_matrix / rate_mode - 1) < 2e-3
assert abs(rate_decay / rate_mode - 1) < 2e-3

# Unequal thicknesses: silicon twice as thick as oxide
matrix2, width2 = transport_matrix(2 * L, L)
c2 = expm(matrix2 * 64 * hour) @ np.full(2 * n, dose / (3 * L))
share_thick = c2[n:] @ width2[n:] / dose
assert abs(share_thick - share_formula(2 * L, L)) < 1e-5

# Direct minimization of the lattice-gas free energy, equal site densities
temperature = 1273.15
kT = k_boltzmann * temperature / charge      # eV
site_energy = -kT * np.log(m)                # eV, extra energy in silicon
sites = 50.0                                 # nm^-3


def minimum_share(total):
    def free_energy(f):
        x_si, x_ox = total * np.array([f, 1 - f]) / (L * sites)
        mixing = sum(x * np.log(x) + (1 - x) * np.log1p(-x)
                     for x in (x_si, x_ox))
        return L * sites * (site_energy * x_si + kT * mixing)
    return minimize_scalar(free_energy, bounds=(0.001, 0.999),
                           method="bounded", options={"xatol": 1e-10}).x


share_dilute = minimum_share(dose)
assert abs(share_dilute - f_eq) < 2e-5

mean_occupancy = 0.1
dense_dose = mean_occupancy * sites * 2 * L
share_dense = minimum_share(dense_dose)
x_si = dense_dose * share_dense / (L * sites)
x_ox = dense_dose * (1 - share_dense) / (L * sites)
assert abs(x_si / x_ox - m * (1 - x_si) / (1 - x_ox)) < 1e-5
assert share_dense > f_eq + 0.01

print(f"segregation coefficient C_si/C_ox: {m:.1f}")
print(f"thickness of each layer: {L:.0f} nm")
print(f"total dose: {dose * 1e14:.1e} cm^-2")
print(f"diffusivity in silicon: {D_si:.1f} nm^2/s")
print(f"diffusivity in oxide: {D_ox:.1f} nm^2/s")
print(f"interface transfer velocity: {h:.1f} nm/s")
print(f"finite-volume cells per layer: {n}")
print(f"equilibrium silicon share, formula: {100 * f_eq:.3f} percent")
print(f"equilibrium oxide share, formula: {100 * (1 - f_eq):.3f} percent")
print(f"equilibrium C_si: {c_si_eq * 1e21:.3e} cm^-3")
print(f"equilibrium C_ox: {c_ox_eq * 1e21:.3e} cm^-3")
print(f"dose in silicon: {f_eq * dose * 1e14:.3e} cm^-2")
print(f"dose in oxide: {(1 - f_eq) * dose * 1e14:.3e} cm^-2")
print("simulated silicon share in percent, by starting state:")
print("time (h)  all in silicon  all in oxide  equal concentrations")
for j, t in enumerate(times):
    a, b, c = (100 * shares[s][j] for s in ("silicon", "oxide", "uniform"))
    print(f"{t / hour:8.0f}  {a:14.3f}  {b:12.3f}  {c:20.3f}")
print("equal-concentration start, integrals at 16 h over value at 0 h:")
print(f"  weighted by m in oxide: {phi_weighted[-1] / phi_weighted[0]:.4f}")
print(f"  unweighted: {phi_plain[-1] / phi_plain[0]:.4f}")
print(f"slowest rate, mode equation: {rate_mode:.4e} 1/s")
print(f"slowest rate, finite-volume matrix: {rate_matrix:.4e} 1/s")
print(f"slowest rate, simulated decay 8 to 16 h: {rate_decay:.4e} 1/s")
print(f"slowest relaxation time: {1 / rate_mode / hour:.3f} h")
print(f"silicon twice as thick, formula: "
      f"{100 * share_formula(2 * L, L):.3f} percent")
print(f"silicon twice as thick, simulation at 64 h: "
      f"{100 * share_thick:.3f} percent")
print(f"lattice model temperature: {temperature:.2f} K")
print(f"lattice model kT: {kT:.4f} eV")
print(f"extra site energy in silicon: {site_energy:.4f} eV")
print(f"site density in each layer: {sites * 1e21:.1e} cm^-3")
print(f"dilute free-energy minimum, silicon share: "
      f"{100 * share_dilute:.3f} percent")
print(f"dense case, mean site occupancy: {mean_occupancy:.2f}")
print(f"dense case, silicon occupancy: {x_si:.4f}")
print(f"dense case, oxide occupancy: {x_ox:.4f}")
print(f"dense case, C_si/C_ox: {x_si / x_ox:.4f}")
print(f"dense case, silicon share: {100 * share_dense:.3f} percent")
print("checks complete")
```

Output:

```
segregation coefficient C_si/C_ox: 0.3
thickness of each layer: 50 nm
total dose: 1.0e+13 cm^-2
diffusivity in silicon: 1.0 nm^2/s
diffusivity in oxide: 0.1 nm^2/s
interface transfer velocity: 0.1 nm/s
finite-volume cells per layer: 100
equilibrium silicon share, formula: 23.077 percent
equilibrium oxide share, formula: 76.923 percent
equilibrium C_si: 4.615e+17 cm^-3
equilibrium C_ox: 1.538e+18 cm^-3
dose in silicon: 2.308e+12 cm^-2
dose in oxide: 7.692e+12 cm^-2
simulated silicon share in percent, by starting state:
time (h)  all in silicon  all in oxide  equal concentrations
       0         100.000         0.000                50.000
       1          43.839        16.848                30.344
       2          31.986        20.404                26.195
       4          24.879        22.536                23.708
       8          23.152        23.055                23.103
      16          23.077        23.077                23.077
equal-concentration start, integrals at 16 h over value at 0 h:
  weighted by m in oxide: 0.7101
  unweighted: 1.2899
slowest rate, mode equation: 2.2109e-04 1/s
slowest rate, finite-volume matrix: 2.2109e-04 1/s
slowest rate, simulated decay 8 to 16 h: 2.2109e-04 1/s
slowest relaxation time: 1.256 h
silicon twice as thick, formula: 37.500 percent
silicon twice as thick, simulation at 64 h: 37.500 percent
lattice model temperature: 1273.15 K
lattice model kT: 0.1097 eV
extra site energy in silicon: 0.1321 eV
site density in each layer: 5.0e+22 cm^-3
dilute free-energy minimum, silicon share: 23.077 percent
dense case, mean site occupancy: 0.10
dense case, silicon occupancy: 0.0502
dense case, oxide occupancy: 0.1498
dense case, C_si/C_ox: 0.3351
dense case, silicon share: 25.102 percent
checks complete
```
